**Moiré period of two twisted graphene lattices**

The program tests $L=a/[2\sin(\theta/2)]$, where $a$ is the lattice constant, $\theta$ the twist and $L$ the period of the local stacking. For $a=0.246$ nm and $\theta=1.05^\circ$ the formula gives 13.424 nm. The program builds both site lattices, locates the AA regions from nearest-neighbour distances and finds a spacing of 13.422 nm. It asserts agreement in period at $1.05^\circ$ and $2^\circ$, in pattern direction at $1.05^\circ$, and in the pattern's movement when one layer slides. A search for common lattice vectors confirms that the exact atomic period equals the moiré period for the integer pair (31, 32) and is twice as long for (63, 65). With 0.3% uniaxial strain in one layer, the periods range from 12.24 to 14.80 nm over all strain axes, and site counting confirms the three periods for strain along $\mathbf a_1$. A prescribed periodic swirl shrinks the AA regions but leaves their spacing at 13.422 nm.

## Program and output

```python
"""
Result under test: two identical rigid triangular lattices (constant a), one
turned by theta, have a stacking pattern of period L = a / (2 sin(theta/2)).
For a = 0.246 nm and theta = 1.05 degrees, L is about 13.4 nm.
Symbols: a lattice constant (nm), theta twist, L moire period (nm),
F deformation matrix taking layer 1 to layer 2, AA = zero in-plane offset.
The independent road builds both lattices and locates the AA regions from
nearest-neighbour distances, without using the period formula.
"""
import numpy as np
from scipy.spatial import cKDTree
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components

a = 0.246
twist_deg = 1.05
theta = np.radians(twist_deg)
basis = a * np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])   # rows a1, a2
index = np.arange(-130, 131)
integers = np.array(np.meshgrid(index, index)).reshape(2, -1).T
sites = integers @ basis


def rotation(angle):
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[c, -s], [s, c]])


def period_formula(angle, constant=a):
    return constant / (2 * np.sin(angle / 2))


def moire_vectors(F):
    """Rows: the two vectors that solve (I - F^-1) L_j = a_j."""
    return np.linalg.solve(np.eye(2) - np.linalg.inv(F), basis.T).T


def three_periods(F):
    v1, v2 = moire_vectors(F)
    return np.sort([np.linalg.norm(v) for v in (v1, v2, v1 - v2)])


def find_aa(F, displace=None, patch=22.0):
    """Centre nearest the origin, vectors to its six neighbours, site count."""
    layer1 = sites[np.linalg.norm(sites, axis=1) < patch]
    layer2 = sites @ F.T
    if displace is not None:
        layer2 = layer2 + displace(layer2)
    distance, _ = cKDTree(layer2).query(layer1)
    matched = layer1[distance < 0.25 * a]
    pairs = cKDTree(matched).query_pairs(1.2 * a, output_type="ndarray")
    graph = coo_matrix((np.ones(len(pairs)), (pairs[:, 0], pairs[:, 1])),
                       shape=(len(matched), len(matched)))
    count, label = connected_components(graph, directed=False)
    centres, sizes = [], []
    for k in range(count):
        group = matched[label == k]
        # regions cut by the edge of the patch are left out
        if np.linalg.norm(group, axis=1).max() < patch - 1.2 * a:
            centres.append(group.mean(axis=0))
            sizes.append(len(group))
    centres = np.array(centres)
    first = np.argmin(np.linalg.norm(centres, axis=1))
    steps = np.delete(centres, first, axis=0) - centres[first]
    order = np.argsort(np.linalg.norm(steps, axis=1))[:6]
    return centres[first], steps[order], sizes[first]


# Centres are averages over discrete sites: allow half a lattice constant
# for single distances and a quarter for the mean of six.
single_tol, mean_tol = 0.5 * a, 0.25 * a

# Ideal twist: period, direction and triangular arrangement
L = period_formula(theta)
R = rotation(theta)
_, steps, rigid_count = find_aa(R)
lengths = np.linalg.norm(steps, axis=1)
measured = lengths.mean()
assert len(steps) == 6
assert np.all(np.abs(lengths - L) < single_tol)
assert abs(measured - L) < mean_tol
assert abs(L - 13.4) < 0.05
directions = np.degrees(np.arctan2(steps[:, 1], steps[:, 0])) % 60
measured_direction = directions.mean()
direction = 30 + twist_deg / 2
assert abs(measured_direction - direction) < 0.3
shrink = np.linalg.svd(np.eye(2) - R.T, compute_uv=False)
assert np.allclose(shrink, 2 * np.sin(theta / 2), rtol=1e-10)

# A second angle
theta_two = np.radians(2.0)
L_two = period_formula(theta_two)
_, steps_two, _ = find_aa(rotation(theta_two))
measured_two = np.linalg.norm(steps_two, axis=1).mean()
assert abs(measured_two - L_two) < mean_tol

# Small-angle form and sensitivity
L_small = a / theta
small_error = abs(L_small / L - 1)
assert abs(small_error / (theta**2 / 24) - 1) < 0.01
slope = -(L / 2) / np.tan(theta / 2)
h = 1e-6
slope_numeric = (period_formula(theta + h) - period_formula(theta - h)) / (2 * h)
assert abs(slope_numeric / slope - 1) < 1e-5
theta_back = np.degrees(2 * np.arcsin(a / (2 * 13.4)))

# Rigid shift of one layer
shift = np.array([0.05, 0.0])
centre, steps_shift, _ = find_aa(R, lambda r: shift)
pattern_shift = np.linalg.norm(shift) / (2 * np.sin(theta / 2))
measured_shift = np.linalg.norm(centre)
assert abs(measured_shift - pattern_shift) < single_tol
assert abs(np.linalg.norm(steps_shift, axis=1).mean() - L) < mean_tol


# Exact atomic repetition at commensurate angles
def commensurate(m, n):
    """Twist from the integer pair and shortest common vector by search."""
    v, w = np.array([m, n]) @ basis, np.array([n, m]) @ basis
    angle = np.arctan2(v[1], v[0]) - np.arctan2(w[1], w[0])
    back = sites @ rotation(angle) @ np.linalg.inv(basis)
    common = np.all(np.abs(back - np.rint(back)) < 1e-7, axis=1)
    size = np.linalg.norm(sites[common], axis=1)
    shortest = size[size > 0.5 * a].min()
    assert abs(shortest - a * np.sqrt(m * m + m * n + n * n)) < 1e-8
    return angle, shortest


angle_one, exact_one = commensurate(31, 32)
angle_double, exact_double = commensurate(63, 65)
L_double = period_formula(angle_double)
assert abs(exact_one - period_formula(angle_one)) < 1e-8
assert abs(exact_double - 2 * L_double) < 1e-8

# Atoms in the exact cell, counted in both layers (two atoms per site)
cell = np.array([[31, 32], [-32, 63]]) @ basis
atoms_counted = 0
for layer in (sites, sites @ rotation(angle_one).T):
    fraction = layer @ np.linalg.inv(cell)
    inside = np.all((fraction > -1e-9) & (fraction < 1 - 1e-9), axis=1)
    atoms_counted += 2 * int(inside.sum())
assert abs(atoms_counted - 4 * (exact_one / a) ** 2) < 1e-4
atoms_average = 4 * (L / a) ** 2

# Neglected effects: uniaxial strain in one layer only
strain, poisson = 0.003, 0.16


def strained(axis_angle):
    turn = rotation(axis_angle)
    stretch = turn @ np.diag([1 + strain, 1 - poisson * strain]) @ turn.T
    return stretch @ R


periods_x = three_periods(strained(0.0))
_, steps_strain, _ = find_aa(strained(0.0))
measured_strain = np.sort(np.linalg.norm(steps_strain, axis=1))
assert np.all(np.abs(measured_strain - np.repeat(periods_x, 2)) < single_tol)
scan = np.array([three_periods(strained(t))
                 for t in np.radians(np.arange(0, 180, 1.0))])

# Twist spread, common change of both lattices, rounding of a
spread_deg = 0.05
L_low = period_formula(np.radians(twist_deg + spread_deg))
L_high = period_formula(np.radians(twist_deg - spread_deg))
common_change = 0.001
L_common = period_formula(theta, a * (1 + common_change)) - L
rounding = 0.0005
L_rounding = period_formula(theta, a + rounding) - L
strain_effect = np.abs(scan - L).max()
assert min(strain_effect, L_high - L) > 5 * max(L_common, L_rounding)

# Prescribed moire-periodic swirl as a picture of in-plane relaxation
swirl = 0.01
G = 2 * np.pi * np.linalg.inv(moire_vectors(R)).T
G = np.vstack([G, -(G[0] + G[1])])
G_side = np.column_stack([-G[:, 1], G[:, 0]])
G_side /= np.linalg.norm(G, axis=1)[:, None]
_, steps_relax, relaxed_count = find_aa(
    R, lambda r: swirl * np.sin(r @ G.T) @ G_side)
measured_relax = np.linalg.norm(steps_relax, axis=1).mean()
assert abs(measured_relax - L) < mean_tol
assert relaxed_count < 0.8 * rigid_count

bond = a / np.sqrt(3)
print(f"Lattice constant a: {a:.3f} nm")
print(f"Twist: {twist_deg:.2f} deg = {theta:.6f} rad")
print(f"sin(theta/2): {np.sin(theta / 2):.7f}")
print(f"Shrink factor 2 sin(theta/2): {2 * np.sin(theta / 2):.7f}")
print(f"Moire period L, formula: {L:.4f} nm")
print(f"Moire period, located AA centres: {measured:.3f} nm")
print(f"Ratio L/a: {L / a:.3f}")
print(f"Moire direction from a1 modulo 60 deg, formula: {direction:.3f} deg")
print(f"Same direction, located centres: {measured_direction:.3f} deg")
print(f"Period at 2 deg, formula: {L_two:.3f} nm")
print(f"Period at 2 deg, located centres: {measured_two:.3f} nm")
print(f"Small-angle period a/theta: {L_small:.4f} nm")
print(f"Relative error of small-angle form: {small_error:.2e}")
print(f"Twist recovered from L = 13.4 nm: {theta_back:.4f} deg")
print(f"Carbon-carbon bond a/sqrt(3): {bond:.4f} nm")
print(f"Wrong period if bond is used for a: {period_formula(theta, bond):.2f} nm")
print(f"Slope dL/dtheta: {np.radians(slope):.2f} nm per deg")
print(f"Rigid shift of one layer: {shift[0]:.3f} nm")
print(f"Pattern shift, formula: {pattern_shift:.3f} nm")
print(f"Pattern shift, located centre: {measured_shift:.3f} nm")
print(f"Pair (31,32) twist: {np.degrees(angle_one):.5f} deg")
print(f"Pair (31,32) exact atomic period: {exact_one:.4f} nm")
print(f"Pair (31,32) atoms counted in cell: {atoms_counted}")
print(f"Average atoms per moire cell at 1.05 deg: {atoms_average:.1f}")
print(f"Pair (63,65) twist: {np.degrees(angle_double):.5f} deg")
print(f"Pair (63,65) moire period: {L_double:.4f} nm")
print(f"Pair (63,65) exact atomic period: {exact_double:.4f} nm")
print(f"Rough twist spread: +/- {spread_deg:.2f} deg")
print(f"Period range from twist spread: {L_low:.2f} to {L_high:.2f} nm")
print(f"Rough one-layer strain: {100 * strain:.1f} %, Poisson {poisson:.2f}")
print("Three periods, strain along a1: "
      + ", ".join(f"{p:.2f}" for p in periods_x) + " nm")
print("Same, located centres: "
      + ", ".join(f"{p:.2f}" for p in measured_strain[::2]) + " nm")
print(f"Period range, all strain axes: {scan.min():.2f} to {scan.max():.2f} nm")
print(f"Common change of both lattices: {100 * common_change:.1f} %")
print(f"Period change from common change: {L_common:.4f} nm")
print(f"Rounding of a: {rounding:.4f} nm")
print(f"Period change from rounding of a: {L_rounding:.4f} nm")
print(f"Prescribed swirl amplitude: {swirl:.3f} nm")
print(f"Sites in AA region (offset < a/4), rigid: {rigid_count}")
print(f"Sites in AA region (offset < a/4), swirled: {relaxed_count}")
print(f"Period with swirl, located centres: {measured_relax:.3f} nm")
print("ALL CHECKS PASSED")
```

Output:

```
Lattice constant a: 0.246 nm
Twist: 1.05 deg = 0.018326 rad
sin(theta/2): 0.0091629
Shrink factor 2 sin(theta/2): 0.0183257
Moire period L, formula: 13.4238 nm
Moire period, located AA centres: 13.422 nm
Ratio L/a: 54.568
Moire direction from a1 modulo 60 deg, formula: 30.525 deg
Same direction, located centres: 30.525 deg
Period at 2 deg, formula: 7.048 nm
Period at 2 deg, located centres: 7.050 nm
Small-angle period a/theta: 13.4236 nm
Relative error of small-angle form: 1.40e-05
Twist recovered from L = 13.4 nm: 1.0519 deg
Carbon-carbon bond a/sqrt(3): 0.1420 nm
Wrong period if bond is used for a: 7.75 nm
Slope dL/dtheta: -12.78 nm per deg
Rigid shift of one layer: 0.050 nm
Pattern shift, formula: 2.728 nm
Pattern shift, located centre: 2.739 nm
Pair (31,32) twist: 1.05012 deg
Pair (31,32) exact atomic period: 13.4222 nm
Pair (31,32) atoms counted in cell: 11908
Average atoms per moire cell at 1.05 deg: 11910.7
Pair (63,65) twist: 1.03371 deg
Pair (63,65) moire period: 13.6353 nm
Pair (63,65) exact atomic period: 27.2705 nm
Rough twist spread: +/- 0.05 deg
Period range from twist spread: 12.81 to 14.09 nm
Rough one-layer strain: 0.3 %, Poisson 0.16
Three periods, strain along a1: 12.50, 13.46, 14.69 nm
Same, located centres: 12.50, 13.47, 14.69 nm
Period range, all strain axes: 12.24 to 14.80 nm
Common change of both lattices: 0.1 %
Period change from common change: 0.0134 nm
Rounding of a: 0.0005 nm
Period change from rounding of a: 0.0273 nm
Prescribed swirl amplitude: 0.010 nm
Sites in AA region (offset < a/4), rigid: 673
Sites in AA region (offset < a/4), swirled: 367
Period with swirl, located centres: 13.422 nm
ALL CHECKS PASSED
```
